\section*{Stark map of lithium near n = 15: convergence with shells}

\section{Result and model}

The Stark levels of an alkali atom near principal quantum number $n$ are approximated by the eigenvalues of a small real symmetric matrix,
\begin{equation}
H_{nl,n'l'}=-\frac{\delta_{nn'}\delta_{ll'}}{2(n-\delta_l)^2}
+F\,\langle nl|z|n'l'\rangle ,
\label{H}
\end{equation}
built from the shells $n-K,\dots,n+K$. Counting shells by $n$ suits lithium, whose defects are below $\frac12$; for larger defects the states must be chosen by $n-\delta_l$, as the last section explains. Here $\delta_l$ is the quantum defect and $F$ the field. For lithium at $n=15$, $m=0$, the largest error of the 15 levels at 1800 V/cm is 0.92 cm$^{-1}$ for $K=0$, 0.08 for $K=1$, 0.024 for $K=2$ and 0.003 for $K=6$. At 2600 V/cm, where the manifolds $n=15$ and $n=16$ overlap, $K=1$ still leaves 1.8 cm$^{-1}$, and $K=2$ reduces this to 0.05. These errors are relative to a calculation of the same one-electron model without shell truncation, not relative to experiment.

Atomic units are used in formulas, V/cm and cm$^{-1}$ in results. Energies are counted from the zero-field ionisation limit. The field energy is $+Fz$, the nucleus is infinitely heavy, and spin-orbit coupling is left out. Since $z$ conserves $m$, each $m$ has its own matrix.

\section{Building the matrix}

\subsection{Defects}

The valence electron moves in the field of a frozen Li$^+$ core, whose two electrons occupy the Hartree--Fock orbital $P_{1s}(r)/r$. With $J(r)=\int P_{1s}^2(r')\,dr'/r_>$, its radial equation is
\begin{align}
&\left[-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac3r+2J(r)\right]P(r)\nonumber\\
&\quad-\frac{P_{1s}(r)}{2l+1}\int_0^\infty\frac{r_<^l}{r_>^{l+1}}P_{1s}(r')P(r')\,dr'=E\,P(r).
\label{core}
\end{align}
Both core electrons repel the valence electron, hence $2J$; only the one with parallel spin exchanges with it. Because the 1s orbital is isotropic, only the multipole of order $l$ of the Coulomb repulsion survives in the exchange term. Its factor $4\pi/(2l+1)$, multiplied by $1/4\pi$ from the two 1s angular functions, gives $1/(2l+1)$. Outside the core $2J\to2/r$ and the potential becomes $-1/r$.

The defect is defined by $E_{nl}=-1/[2(n-\delta_l)^2]$. At $n=15$ the model gives $\delta_0=0.3930$, $\delta_1=0.0349$ and $\delta_2=0.0003$; higher ones are set to zero. For 15s,
\begin{equation}
\nu=15-0.3930=14.607,\qquad E=-\frac{487.721\times15^2}{14.607^2}=-514.32\ \text{cm}^{-1},
\end{equation}
where 487.721 cm$^{-1}$ is the binding energy at zero defect. The same defects serve for all shells. Between $n=10$ and $n=15$, $\delta_0$ and $\delta_1$ change by less than $2\times10^{-4}$.

Core polarisation and correlation are absent from (\ref{core}). Differentiating the energy gives $dE/d\delta=-1/\nu^3$, which is $-70$ cm$^{-1}$ per unit defect for 15s. A defect wrong by 0.001 therefore moves 15s by 0.07 cm$^{-1}$ at zero field. Mixing in a field reduces this shift, but the scale is to be set against the truncation error of $K=2$ at 1800 V/cm, 0.024 cm$^{-1}$. The measured defects of lithium are about 0.400, 0.047 and 0.002. Using them moves the 15 levels by up to 0.8 cm$^{-1}$ at zero field and by 0.5 to 0.6 cm$^{-1}$ at 1000 to 2600 V/cm. For comparison with measurement, better defects therefore matter far more than shells beyond $K=2$.

\subsection{Angular factor}

For $m=0$ the normalised functions of $u=\cos\theta$ are $\sqrt{(2l+1)/2}\,P_l(u)$, with Legendre polynomials $P_l$. The recurrence
\begin{equation}
u P_l=\frac{(l+1)P_{l+1}+lP_{l-1}}{2l+1}
\end{equation}
shows that $l$ changes by one. Projecting on $l+1$ and restoring the norms gives
\begin{equation}
\langle l+1|\cos\theta|l\rangle=\frac{l+1}{2l+1}\sqrt{\frac{2l+1}{2l+3}}
=\frac{l+1}{\sqrt{(2l+1)(2l+3)}} .
\end{equation}

\subsection{Radial functions}

Outside the core $P''=gP$, with $g=l(l+1)/r^2-2/r+1/\nu^2$ and $\nu=n-\delta_l$. Near the nucleus a Rydberg function oscillates rapidly, and far out slowly. The variable $x=\sqrt r$ evens this out. Put $P=\sqrt{2x}\,X(x)$ and use $d/dr=(2x)^{-1}d/dx$:
\begin{align}
\frac{dP}{dr}&=\frac1{\sqrt2}\left(x^{-1/2}X'+\tfrac12x^{-3/2}X\right),\\
\frac{d^2P}{dr^2}&=\frac{x^{-3/2}}{2\sqrt2}\left(X''-\frac{3}{4x^2}X\right).
\end{align}
The terms in $X'$ have cancelled, which is the purpose of the factor $\sqrt{2x}$. Equating the last line to $g\sqrt{2x}\,X$ gives $X''=[4x^2g+3/(4x^2)]X$, or
\begin{equation}
X''=qX,\qquad q=\frac{4l(l+1)+\frac34}{x^2}-8+\frac{4x^2}{\nu^2}.
\label{q}
\end{equation}

For a grid step $h$, adding the Taylor series of $X(x\pm h)$ gives
\begin{equation}
X_{i+1}+X_{i-1}=2X_i+h^2X_i''+\frac{h^4}{12}X_i''''+O(h^6).
\end{equation}
Here $X''=qX$, and $h^2X''''$ is replaced by the second difference of $qX$, at a cost of order $h^6$. Collecting terms yields the Numerov step
\begin{align}
\left(1-\frac{h^2q_{i+1}}{12}\right)X_{i+1}={}&2\left(1+\frac{5h^2q_i}{12}\right)X_i\nonumber\\
&-\left(1-\frac{h^2q_{i-1}}{12}\right)X_{i-1}.
\end{align}
The index runs inward. The integration starts far outside, where the wanted solution grows in the inward direction and so dominates rounding errors. In the inner forbidden region the irregular solution, $P\sim r^{-l}$, would eventually take over; the function is set to zero where $|X|$ begins to rise again.

Since $dr=2x\,dx$ and $P^2=2xX^2$, the integrals are
\begin{equation}
\int P_aP_b\,dr=\int4x^2X_aX_b\,dx,\qquad
\int P_a\,r\,P_b\,dr=\int4x^4X_aX_b\,dx .
\end{equation}
The first normalises each function, the second supplies the dipole matrix. Functions with equal $l$ are treated as orthogonal; small overlaps due to the cut-off core region are neglected. Compared with dipole elements from the full equation (\ref{core}), for $l\le2$ and $n=13$ to 17, the largest deviation is 0.010 $a_0$, where the largest element is 222 $a_0$.

\subsection{Diagonalisation and labels}

Equation (\ref{H}) is diagonalised at each field. The $n=15$ block is defined by energy order: it consists of the 15 eigenvalues that follow as many states as the lower shells in the set contain. This label stays defined when manifolds overlap, but a level in the block may then have mainly $n=16$ character.

\section{Why neighbouring shells are needed in pairs}

Hydrogen, with all $\delta_l=0$, isolates the truncation error. Within one shell the field matrix has eigenvalues $\frac32nkF$, with $k=-(n-1),-(n-3),\dots,n-1$. This known result of separation in parabolic coordinates is reproduced by the numerical dipole matrix. Other shells enter at second order:
\begin{equation}
E^{(2)}_{nk}=F^2\sum_{n'\ne n}C_{n'},\qquad
C_{n'}=\frac{\sum_{k'}|\langle n'k'|z|nk\rangle|^2}{E_n-E_{n'}} .
\label{second}
\end{equation}
The sum over $n'$ includes the continuum. Second-order couplings between different $k$ of the same shell are of order $F^2$, while the levels they connect are split by a multiple of $F$. They shift the levels by $F^4/F=F^3$ and do not affect (\ref{second}).

For $n'>n$ the denominator is negative and the level is pushed down; for $n'<n$ it is pushed up. To see how far the two nearest shells cancel, use large-$n$ scaling. Lengths grow as $n^2$, so the squared dipole grows as $n^4$, while the gap falls as $n^{-3}$. With $D(N)=cN^7$ evaluated at the mean $N$ of the two shells,
\begin{equation}
C_{n+1}+C_{n-1}\simeq-D(n+\tfrac12)+D(n-\tfrac12)\simeq-D'(n)=-\frac7n\,D(n).
\label{pair}
\end{equation}
One neighbour contributes at order $n^7$, the pair at order $n^6$. The complete sum is also of order $n^6$; its closed form from parabolic perturbation theory is
\begin{equation}
\sum_{n'\ne n}C_{n'}=-\frac{n^4}{16}\left(17n^2-3k^2+19\right).
\label{closed}
\end{equation}
It serves here as a normalisation. A direct sum over bound and positive-energy states agrees with it within the tested relative tolerance of $10^{-3}$ for all 15 values of $k$.

For the uppermost state, $k=14$, the shell $n'=16$ supplies $2.219$ times the complete sum and $n'=14$ supplies $-1.371$ times it. Together they give 0.848. The mean magnitude is 1.795, and (\ref{pair}) predicts $(7/15)\times1.795=0.838$. For $k=0$ the same estimate gives 0.79, while the computed pair gives 0.927, so the scaling argument, which treats $D$ as a power of $n$ alone, gives the rough size of the pair; its factor 7 does not hold for all $k$. For $k=0$ the computed factor is 8.2, 8.3 and 8.4 at $n=15$, 31 and 61, while for $k=n-1$ it stays between 7.0 and 7.1. In either case, including one neighbour alone leaves a larger second-order error than including none: for $k=14$ the relative errors are $|1-2.219|=1.22$ with $n'=16$, 2.37 with $n'=14$, and 1 with neither.

\section{Error analysis for lithium}

\subsection{Reference calculation}

The reference diagonalises the field in eigenstates of (\ref{core}) computed with B-splines in a large box, including positive-energy states. It uses neither constant defects nor Numerov functions. Reducing it from 1125 to 797 states changes the levels at 2600 V/cm by at most $1.5\times10^{-5}$ cm$^{-1}$; enlarging the box radius from 1000 to 1600 $a_0$ changes them by about $10^{-5}$ cm$^{-1}$.

A box gives real energies and no ionisation widths. Along the negative $z$ axis, at distance $s$, the potential outside the core is $-1/s-Fs$. Its maximum, at $s=F^{-1/2}$, is $-2\sqrt F$. At 2600 V/cm this saddle lies at $-312$ cm$^{-1}$, well above the highest level of the block, $-464$ cm$^{-1}$. Classically these levels are bound; tunnelling is neglected. Near or above the saddle ionisation widths can become important, depending on the state, and this calculation does not supply them.

\subsection{Below the manifold crossing}

The top of shell $n$ rises by about $\frac32n^2F$, and the bottom of shell $n+1$ falls by about as much. They meet when $3n^2F\simeq1/n^3$, so
\begin{equation}
F_c\simeq\frac1{3n^5},
\end{equation}
which is 2257 V/cm for $n=15$. This also converts the field:
\begin{equation}
1000\ \text{V/cm}=\frac{1000}{2257}\,\frac1{3\times15^5}=1.945\times10^{-7}\ \text{a.u.}
\end{equation}
The energy unit is $2\times15^2\times487.721=2.1947\times10^5$ cm$^{-1}$. At 1000 V/cm the hydrogen shift of the state $k=14$ is therefore
\begin{equation}
-1.030\times10^7\,(1.945\times10^{-7})^2\times2.1947\times10^5=-0.0855\ \text{cm}^{-1}.
\end{equation}
Multiplied by the share missing from the truncated sum, it estimates the error for lithium:

\begin{center}
\begin{tabular}{cccc}
$K$ & missing share & estimate (cm$^{-1}$) & lithium (cm$^{-1}$)\\
1 & 0.152 & 0.0130 & 0.0200\\
2 & 0.054 & 0.0046 & 0.0064\\
3 & 0.027 & 0.0023 & 0.0030\\
6 & 0.008 & 0.0007 & 0.0008
\end{tabular}
\end{center}

The hydrogen estimate has the right size and trend, but it is not a bound. For $K=0$ it fails: the corresponding value is 0.09 cm$^{-1}$ (0.10 for $k=0$), whereas lithium shows 0.35. The estimate should therefore not be used for a single lithium shell.

The one-sided sets also show where hydrogen is an imperfect guide. At 1000 V/cm, shells 15 and 16 give an error of 0.38 cm$^{-1}$, slightly worse than shell 15 alone; shells 14 and 15 give 0.28, slightly better. Both neighbours together give 0.020. The benefit of the pair survives the defects, while the ranking of the poorer sets does not.

From $K=3$ to $K=6$ the error at 1800 V/cm falls from 0.0111 to 0.0029 cm$^{-1}$, a factor of 3.8, or roughly $K^{-1.9}$ over this range. This law cannot be continued to zero error, because bound shells omit the continuum. In hydrogen the positive-energy states carry a share of about $8\times10^{-4}$ of the second-order sum for $k=14$, or $7\times10^{-5}$ cm$^{-1}$ at 1000 V/cm. Constant defects and approximate dipoles add errors that more shells do not remove.

The three $K=6$ levels compared at 2600 V/cm lie 0.001 to 0.004 cm$^{-1}$ above the reference. This agrees with the hydrogen sums, where the missing part is negative. It is not a variational bound: omitting lower shells removes an upward push, and omitting higher ones removes a downward push.

\subsection{At and beyond the crossing}

The crossing estimate improves if the actual extreme states, $k=14$ of $n=15$ and $k=-15$ of $n=16$, are used. To first order,
\begin{equation}
F=\frac{\frac12\left(\frac1{15^2}-\frac1{16^2}\right)}{\frac32(15\times14+16\times15)}
=3.987\times10^{-7}\ \text{a.u.},
\end{equation}
or 2050 V/cm. With zero defects the diagonalisation finds this first crossing at 2042.5 V/cm, and the gap vanishes to the printed accuracy. With the model defects of lithium the gap at the first avoided crossing is 1.59 cm$^{-1}$, at 2019 V/cm; the measured defects give about 1.48 cm$^{-1}$ near 2000 V/cm. This is a local minimum; further avoided crossings follow at higher field, and they need not be wider. The two matrices differ through the defects, in both energies and dipoles, so the core causes the repulsion.

At 2600 V/cm the single shell $K=0$ fails by 10 cm$^{-1}$, since it contains no $n=16$ levels to enter the block from above. With $K=1$ these levels are present, but they lack their own upper neighbour, $n=17$. Its effect can be estimated from (\ref{closed}): for $n=16$, $k=-15$ the coefficient is $-1.51\times10^7$, and $F=2.6\times1.945\times10^{-7}=5.06\times10^{-7}$. For this state the upper neighbour supplies 2.34 times the complete sum, so the missing shift is
\begin{equation}
2.34\times1.51\times10^7\,(5.06\times10^{-7})^2\times2.1947\times10^5\simeq2.0\ \text{cm}^{-1}.
\end{equation}
The largest observed error is 1.75 cm$^{-1}$. The estimate gives the size only. The upper levels of the block are strongly mixed, none is a pure $n=16$, $k=-15$ state, and the level with the largest error, the highest of the block, contains almost nothing of that state; its $n=16$ part is mainly $k=-13$. Adding shell 17 alone, so that the set is $n=14$ to 17, lowers it to 0.048; adding shell 13 as well gives 0.046. The missing upper neighbour therefore accounts for nearly all of the $K=1$ error.

\section{Choosing the shells}

First find which manifolds supply levels in the energy window at the largest field. Include those shells, then at least one neighbour on each side of the whole group. For the lithium block studied here, $n=14$ to 16 gives errors below 0.1 cm$^{-1}$ at 1000 and 1800 V/cm, and $n=14$ to 17 does so at 2600 V/cm. The $n=16$ levels mix into the top of the block before the first avoided crossing near 2020 V/cm is reached, so shell 17 should be added on approaching it, not only beyond it. A second neighbour on each side reduces the error at 1800 V/cm to 0.024 cm$^{-1}$. For larger defects the states must be selected by $\nu=n-\delta_l$, not by $n$. With the defects of rubidium ($\delta_0\approx3.13$, $\delta_1\approx2.65$, $\delta_2\approx1.35$) at 1000 V/cm, going from $K=1$ to $K=2$ changes the levels near the $n=15$ manifold by only 0.04 cm$^{-1}$ while an error of 0.57 cm$^{-1}$ remains, because 18s and 18p enter only at $K=3$. Keeping all states with $|\nu-15|\le1.5$ gives 0.02 cm$^{-1}$. Spin-orbit coupling, left out here, also has to be restored for the heavy alkalis. With the states so selected, or for lithium at other $n$, the check is to add one more shell on each side and compare the levels. The change indicates the scale of the error but does not bound it. Because the error falls slowly with $K$, more can remain than the last step removed: at 1800 V/cm, going from $K=5$ to $K=6$ changes the levels by at most 0.0012 cm$^{-1}$, while an error of 0.0029 cm$^{-1}$ is left. The continuum remainder is not tested by this step at all. The numerical output below gives the full error table.

\section*{Computed results}
\begin{verbatim}
Li+ core energy: -7.23642 hartree (Gaussian basis -7.23637)
2s, 2p energies: -0.196304, -0.128637 hartree
2s, 2p in Gaussian basis: -0.196304, -0.128637 hartree
defect l=0: n=15 0.393008, n=10 0.393181
defect l=1: n=15 0.034934, n=10 0.034804
defect l=2: n=15 0.000315, n=10 0.000307
defect l=3: n=15 0.000001, n=10 0.000001
largest s-p-d dipole, n=13-17: 222.290 a0; largest Numerov error 0.0104 a0
hydrogen 2nd-order coefficient: k=0 -1.21627e+07, k=14 -1.03022e+07 a.u.
shares of that coefficient (k=0, k=14):
  shell n'=14: -1.2317, -1.3707
  shell n'=16: 2.1584, 2.2186
  all shells up to K=1: 0.9268, 0.8480
  all shells up to K=2: 0.9829, 0.9460
  all shells up to K=3: 0.9931, 0.9731
  all shells up to K=6: 0.9984, 0.9920
  positive-energy box states: 0.00013, 0.00082
reference: 1125 states; change with 797 states at 2600 V/cm: 1.5e-05 cm^-1
crossing estimate 1/(3n^5): 2257 V/cm
saddle energy at 1000 V/cm: -193.57 cm^-1
saddle energy at 1800 V/cm: -259.70 cm^-1
saddle energy at 2600 V/cm: -312.12 cm^-1
zero field: 15s -514.319, 15p -490.001, l>=3 -487.721 cm^-1
1000 V/cm, lowest/middle/highest level, cm^-1:
  K=6       -516.021 -488.892 -474.945
  reference -516.021 -488.893 -474.946
1800 V/cm, lowest/middle/highest level, cm^-1:
  K=6       -520.021 -489.669 -464.908
  reference -520.022 -489.669 -464.911
2600 V/cm, lowest/middle/highest level, cm^-1:
  K=6       -526.431 -490.491 -464.273
  reference -526.434 -490.492 -464.277
largest error of 15 levels, cm^-1, at 1000, 1800, 2600 V/cm:
  K=0 (15 states): 0.3515, 0.9175, 10.3715
  K=1 (45 states): 0.0200, 0.0814, 1.7501
  K=2 (75 states): 0.0064, 0.0244, 0.0460
  K=3 (105 states): 0.0030, 0.0111, 0.0200
  K=4 (135 states): 0.0017, 0.0063, 0.0101
  K=5 (165 states): 0.0011, 0.0041, 0.0061
  K=6 (195 states): 0.0008, 0.0029, 0.0041
one-sided sets at 1000 V/cm: n=14-15 0.2843, n=15-16 0.3839 cm^-1
set n=14-17 at 2600 V/cm: 0.0483 cm^-1
smallest 15/16 gap, lithium: 1.5877 cm^-1 at 2019.3 V/cm
smallest 15/16 gap, zero defects: 0.0000 cm^-1 at 2042.5 V/cm
reference gap at the lithium field: 1.5870 cm^-1
\end{verbatim}
